# Cutoff dependence of μ* in comparing McMillan and Eliashberg transition temperatures, part 2

This comment reviews a manuscript that compares $T_c$ from the McMillan formula in Allen–Dynes form,
$$T_c=\frac{\omega_{\log}}{1.2}\exp\left[-\frac{1.04(1+\lambda)}{\lambda-\mu^*(1+0.62\lambda)}\right],\tag{1}$$
with $T_c$ from the linearized Eliashberg equation,
$$\phi_n=\pi T\sum_{|\omega_m|<\omega_c}\big[\lambda(\omega_n-\omega_m)-\mu^*\big]\frac{\phi_m}{|\omega_m|Z_m},\qquad Z_n=1+\frac{\pi T}{\omega_n}\sum_{m}\lambda(\omega_n-\omega_m)\,\mathrm{sgn}\,\omega_m .\tag{2}$$
Both use the Coulomb pseudopotential $\mu^*=0.10$, for one phonon with $\Omega=\omega_{\log}=30$ meV, $\lambda=0.6$ and $\omega_c=10\,\Omega$. Step 4 of the manuscript attributes the 22 % Eliashberg excess to retardation. Numbers called tested come from a program printed after the comment.

Units are $\hbar=k_B=1$, and $\omega_n=\pi T(2n+1)$. Modes $\Omega_i$ with couplings $\lambda_i$ give $\lambda(\nu)=\sum_i\lambda_i\Omega_i^2/(\Omega_i^2+\nu^2)$, $\lambda=\lambda(0)$. The pairing self-energy is $\phi_n$; the renormalization $Z_n$ has $Z_0=1+\lambda$ and, for one mode at $\omega\gg\Omega$, $Z-1\simeq\epsilon(\omega)=\pi\lambda\Omega/2\omega$. For even solutions, with $m\ge0$,
$$\phi_n=\sum_{m}\big[K(\omega_n,\omega_m)-\mu^*\big]D_m\phi_m,\qquad K(\omega,\omega')=\tfrac12\big[\lambda(\omega-\omega')+\lambda(\omega+\omega')\big],\qquad D_m=\frac{2\pi T}{\omega_mZ_m}.\tag{4}$$
With $N$ positive frequencies kept, $\omega_c=2\pi TN$ and
$$2\pi T\sum_{\omega_m<\omega_c}\frac1{\omega_m}\simeq\ln\frac{C\omega_c}{T},\qquad C=\frac{2e^\gamma}{\pi}=1.1339,\tag{5}$$
where $\gamma$ is Euler's constant. For $\Omega\ll\omega_1<\omega_2$, two cutoffs give the same $T_c$ if
$$\frac1{\mu^*(\omega_1)}=\frac1{\mu^*(\omega_2)}+\ln\frac{\omega_2}{\omega_1}.\tag{6}$$
Let $b$ be the constant Coulomb part of $\phi$, and $\phi=b\psi$. Then $\psi=1+KD\psi$, $F=\sum_mD_m\psi_m$, and the $\mu^*$ belonging to a given $T_c$ is
$$\frac1{\mu^*(\omega_c)}=-F(\omega_c,T).\tag{7}$$
With $u=D\psi$ and $G=(D^{-1}-K)^{-1}$, at fixed $T_c$,
$$\frac{d(1/\mu^*)}{d\ln\omega_c}=-\frac{\psi(\omega_c)^2}{Z(\omega_c)}.\tag{8}$$
The residual of (6), for $\omega_2\gg\omega_1$, is
$$r\equiv\frac1{\mu^*(\omega_1)}-\frac1{\mu^*(\omega_2)}-\ln\frac{\omega_2}{\omega_1}\simeq-\frac{\lambda}{\mu^*(\omega_1)}\Big(\frac{\Omega}{\omega_1}\Big)^2 .\tag{9}$$
For a static repulsion $\mu$ in a flat band $|\xi|<W=5$ eV, with $x=\omega/W$ and $x_0=\omega_c/W$, the Coulomb sum above $\omega_c$ is
$$\frac2\pi\int_{x_0}^\infty\arctan\frac1x\,\frac{dx}{x}=\ln\frac1{x_0}-\frac2\pi\int_{x_0}^1\frac{\arctan x}{x}dx+\frac2\pi\int_0^1\frac{\arctan y}{y}dy=\ln\frac{W}{\omega_c}+\frac{2\omega_c}{\pi W}+O(x_0^3).\tag{10}$$
Hence, for $\omega_c\ll W$,
$$\frac1{\mu^*(\omega_c)}=\frac1\mu+\ln\frac{W}{\omega_c}.\tag{11}$$
A two-well model, with attraction $\lambda_w$ below $\omega_0$ and repulsion $\mu$ up to $W$, gives $T_c=C\omega_0\exp[-1/(\lambda_w-\mu^*)]$, with $\mu^*$ taken at $\omega_0$.

## 6. The cutoff carried by a closed formula

Formula (1) shows no cutoff, so its $\mu^*$ is implicitly referred to some scale set by the phonon spectrum. At weak coupling, with $\mu^*$ of the order of $\lambda$ and $L\sim1/\lambda$ large, the scale can be derived from (7).

Let $f(\omega)=\lambda(\omega)/\lambda=\sum_ip_i\Omega_i^2/(\Omega_i^2+\omega^2)$ with $p_i=\lambda_i/\lambda$, and $\ln\omega_{\log}=\sum_ip_i\ln\Omega_i$. Write $K=\lambda f(\omega)f(\omega')+R$. Since $K(\omega,0)=\lambda f(\omega)$ and $f(0)=1$, the remainder $R$ vanishes when either argument vanishes. Let $\langle gh\rangle=\sum_mD_mg_mh_m$ and $L=\ln(C\omega_{\log}/T)$. With $Z=1$ first, and $\omega_c\gg\Omega_i$,
$$\int_0^{\omega_c}(1-f)\frac{d\omega}{\omega}=\sum_ip_i\,\tfrac12\ln\Big(1+\frac{\omega_c^2}{\Omega_i^2}\Big)\simeq\ln\frac{\omega_c}{\omega_{\log}},$$
and subtracting this from (5) gives $\langle f1\rangle=L$. Now restore $Z$. Write $1/Z=1/(1+\lambda)+\delta(\omega)$, where $\delta$ is of order $\lambda$ and vanishes as $\omega^2$ at small $\omega$. Then $\int\delta f\,d\omega/\omega$ converges at both ends and is $O(\lambda)$. The factor $1/(1+\lambda)$ must be kept, because it changes $L\sim1/\lambda$ by an amount of order one. In sums containing $1-f$, setting $Z=1$ costs $O(\lambda)$, since $1-f$ vanishes at small $\omega$ and $Z-1$ falls as $1/\omega$. With $L'=L/(1+\lambda)$ and up to $O(\lambda)$,
$$\langle f1\rangle=L',\qquad\langle ff\rangle=L'-c,\qquad\langle11\rangle=L'+\ln\frac{\omega_c}{\omega_{\log}},\qquad c=\int_0^\infty f(1-f)\frac{d\omega}{\omega}.$$
For one mode $c=\int_0^\infty\Omega^2\omega\,d\omega/(\Omega^2+\omega^2)^2=\frac12$.

Without $R$, the solution is $\psi=1+af$ with $a=\lambda\langle f\psi\rangle=\lambda[L'+a(L'-c)]$, so $a=\lambda L'/[1-\lambda(L'-c)]$ and $F=\langle11\rangle+aL'$. Define $\mu^*(\omega_{\log})$ by extending (6) down from $\omega_c$; this is a definition and does not mean cutting the gap sum at $\omega_{\log}$. Then (7) reads
$$\frac1{\mu^*(\omega_{\log})}=\frac1{\mu^*(\omega_c)}+\ln\frac{\omega_c}{\omega_{\log}}=-L'+\frac{\lambda L'^2}{\lambda L'-(1+c\lambda)}=\frac{L'(1+c\lambda)}{\lambda L'-(1+c\lambda)} .$$
Inverting both sides,
$$\frac{1+\lambda}{L}=\frac{\lambda}{1+c\lambda}-\mu^*(\omega_{\log}),\qquad T_c=C\omega_{\log}\exp\left[-\frac{(1+\lambda)(1+c\lambda)}{\lambda-\mu^*(\omega_{\log})(1+c\lambda)}\right].\tag{12}$$
Inserting (12) in $a$ gives $a=-\lambda/[(1+c\lambda)\mu^*]$, which is of order one in the regime assumed. The neglected pieces are then small. A change $R$ in $K$ changes $G$ by $GRG$ and $F$ by $u^TRu=\sum D\psi\,R\,D\psi$, which has no logarithm at small frequency because $R$ vanishes there, converges at large frequency as $\int\epsilon(\omega)\,d\omega/\omega$, and so is $O(\lambda)$. A change in $D$ changes $F$ by $\sum\delta D\,\psi^2$, as in (8), which is $O(\lambda)$ for the pieces dropped above. Thus (12) fixes $1/\mu^*$ up to $O(\lambda)$. It has the structure of (1), including a factor $1+c\lambda$ on $\mu^*$; the constants in (1) are fitted and are not derived by this argument.

At $\mu^*=0$, (12) gives $L_0=(1+\lambda)/\lambda+c+O(\lambda)$, and $c$ can be eliminated:
$$\mu^*(\omega_{\log})=(1+\lambda)\Big(\frac1{L_0}-\frac1L\Big).\tag{13}$$
No other reference scale works in (13). Take $\omega_r=\omega_{\log}e^s$, so that $L\to L+s$ and $L_0\to L_0+s$. The law (6) gives $1/\mu^*(\omega_r)=1/\mu^*(\omega_{\log})-s$. The inverse of the right side of (13) becomes $(L_0+s)(L+s)/[(1+\lambda)(L-L_0)]$, which exceeds its old value by $s(L+L_0)/(L-L_0)+O(\lambda)$. The mismatch, law minus formula, is
$$-s-\frac{s(L+L_0)}{L-L_0}=-\frac{2sL}{L-L_0}.$$

The test uses two modes at 1 and 4 with equal $\lambda_i$, so $\omega_{\log}=2.000$ and $\bar\omega_2=(\sum_ip_i\Omega_i^2)^{1/2}=2.915$, with $\omega_c=80$ and $L=2L_0$, for which the mismatch is $-4s$. The full equation (4) is solved at $\lambda=0.05$ and $0.025$ and extrapolated linearly to $\lambda=0$. The constant $c$ takes the values 0.6141 and 0.6283 and extrapolates to 0.6425, against 0.6428 from the integral. The mismatch for $\omega_{\log}$ is 0.1633 and 0.0828 and extrapolates to 0.002. For $\bar\omega_2$ it extrapolates to $-1.504$, against the predicted $-1.5075$.

The same numbers limit the claim. The $O(\lambda)$ mismatch in this case is about $3.3\lambda$, and a mismatch in $1/\mu^*$ is an uncertainty in the logarithm of the cutoff. The slope belongs to $L=2L_0$ and to small $\lambda$; the growth is slower than linear at larger $\lambda$, but at $\lambda=0.6$ the mismatch for this spectrum is about 1.2, a factor of about 3 in the cutoff. For the single mode of section 7, (13) with $L_0=3.01$ and $L=3.91$ gives $1/\mu^*(\Omega)=8.1$ against 10, a mismatch of 1.9 and a factor of about 6.5. The weak-coupling argument therefore does not fix the cutoff of a closed formula at this coupling, and (1) must be checked directly.

## 7. The manuscript's example, recomputed

The parameters are round model values: $\Omega=30$ meV $=348.1$ K, $\lambda=0.6$, $\mu^*(\Omega)=0.10$. From (6),
$$\frac1{\mu^*(10\,\Omega)}=10-2.3026=7.6974,\qquad\mu^*(10\,\Omega)=0.1299\approx0.13,$$
and $1/\mu^*(100\,\Omega)=10-2\times2.3026$ gives $0.1854$. In the other direction, $0.10$ used at $10\,\Omega$ means $1/\mu^*(\Omega)=12.3026$, or $\mu^*(\Omega)=0.0813$, and used at $100\,\Omega$ it means $0.0685$.

In (1), $1.04\times1.6=1.664$ and $1+0.62\times0.6=1.372$. For $\mu^*=0.10$ the denominator is $0.6-0.1372=0.4628$, the exponent is $-3.596$, and $T_c=e^{-3.596}\,\Omega/1.2=0.02287\,\Omega=7.96$ K. The Eliashberg values are roots of (7) in $T$; with no repulsion at all the result is 19.49 K (at $\omega_c=20\,\Omega$).

| $\omega_c$ | $T_c$, $\mu^*$ rescaled | $T_c$, 0.10 copied |
|---|---|---|
| $10\,\Omega$ | 7.88 K | 9.69 K |
| $100\,\Omega$ | 7.84 K | 11.01 K |

With rescaling, $T_c$ changes by $-0.46$ % between the cutoffs; with copying, by $+13.6$ %. These values place the upper edge of the sum exactly at $\omega_c$, with a fractional last cell. Keeping a whole number of frequencies $|\omega_m|<\omega_c$ moves the edge at $10\,\Omega$ to $9.95\,\Omega$ and the first change to $-0.41$ %, so its second digit depends on the convention. The program tests that the first change is below 1 % and the second above 5 %. The sign of the small change follows from section 4: the law gives $1/\mu^*(100\,\Omega)=7.6974-2.3026=5.3948$, while an unchanged $T_c$ needs 5.4343, so the rescaled repulsion is slightly too strong. The cutoff $100\,\Omega$ is 3 eV, which is not small against $W=5$ eV, so that row checks (6) within the infinite-band equation (2) and does not describe the finite band of section 5.

At $\omega_c=10\,\Omega$ the copied value overestimates $T_c$ by 23 % relative to the rescaled one. The weak-coupling result gives the rough size. Differentiating (12), $\delta\ln T_c=-\delta L=-L^2\,\delta\mu^*/(1+\lambda)$. With $L=\ln(1.1339/0.02263)=3.91$ and $\delta\mu^*=0.0813-0.10$ this is $0.18$, against the computed $\ln1.23=0.21$; closer agreement is not expected from a formula with $O(\lambda)$ corrections at $\lambda=0.6$. Here $L$ is taken from the computed $T_c$; (12) itself, with $c=\frac12$ and $\mu^*=0.10$, gives 4.72 K against 7.88 K. The factor $L^2$ shows that, within (12), the error from copying grows as $T_c/\omega_{\log}$ falls.

Relative to the McMillan value, the rescaled Eliashberg result at $10\,\Omega$ lies 1.1 % lower and the copied one 21.7 % higher; that the rescaled result is the closer one is tested. The excess that the manuscript attributes to retardation disappears if the $\mu^*$ of (1) is referred to $\Omega$. The closeness of 1.1 % is an accident of the example: at $\mu^*=0$, where the cutoff of $\mu^*$ plays no part, (1) gives $e^{-1.664/0.6}\,\Omega/1.2=0.0520\,\Omega$, and the Eliashberg value $0.0560\,\Omega$ lies 7.6 % above it. The cutoff implied by (1) can be read off directly: at $T=0.02287\,\Omega$, (7) gives $\mu^*(10\,\Omega)=0.1284$, so $1/\mu^*=7.79$, and $0.10$ belongs to $10\,\Omega\,e^{-(10-7.79)}=1.10\,\Omega$. This figure absorbs the fitting error of (1) and holds for this $\lambda$, $\mu^*$ and spectrum only. It also carries the residual (9) of the starting cutoff: read off from $\omega_c=50\,\Omega$ it is $1.14\,\Omega$.

The reverse transfer fails too. Inserting $0.1299$ in (1) gives the denominator $0.6-0.1299\times1.372=0.4218$, the exponent $-3.945$, and $T_c=0.01612\,\Omega=5.61$ K, which is 29.5 % below the formula's value at $0.10$.

## 8. Changes requested

Every value of $\mu^*$ should be given with its cutoff, and with the convention that relates the cutoff to the number of frequencies kept. The Eliashberg calculation should use $\mu^*(10\,\Omega)=0.13$ if $0.10$ is meant in the sense of (1), with the statement that the scale $\omega_{\log}$ is derived only at weak coupling and that the implied cutoff $1.10\,\Omega$ holds for this example only. Convergence in $\omega_c$ should be shown with $\mu^*$ rescaled by (6), in the window $\Omega\ll\omega_c\ll W$. The attribution in step 4 should be withdrawn.

If the work is extended to a real material, the assumptions behind the unit coefficient of the logarithm need attention. That coefficient came from a constant density of states and a static, isotropic repulsion across the eliminated shell. Structure in the density of states on the scale of the shell replaces the logarithm by the corresponding integral of the pair propagator, as (10) already shows for a band edge. A repulsion that varies with frequency inside the shell makes $b$ depend on frequency, and several bands turn $\mu^*$ into a matrix. None of these cases, nor a calculation in which the sum for $Z$ is also cut, is covered by the analysis above.

## Numbers as computed

```
Omega = 30 meV = 348.1 K, lambda = 0.6, W = 5 eV
mu*(Omega) = 0.10, ln 10 = 2.3026, 2e^gamma/pi = 1.1339
1/mu*(10 Omega) = 7.6974, mu*(10 Omega) = 0.1299
mu*(100 Omega) = 0.1854
ln(W/Omega) = 5.1160, bare mu = 0.2048, bound 1/ln = 0.1955
0.10 at 10 Omega means mu*(Omega) = 0.0813
0.10 at 100 Omega means mu*(Omega) = 0.0685
shell sum m=50..499 = 2.302569, ln 10 = 2.302585
N = 70, T = 0.02274 Omega: iso-Tc mu* = 0.1292, top eigenvalue = 1.00000
Tc Eliashberg mu*=0 (wc=20): 0.05599 Omega = 19.49 K
Tc Eliashberg rescaled, wc=10: 0.02263 Omega = 7.88 K
Tc Eliashberg rescaled, wc=100: 0.02253 Omega = 7.84 K
Tc Eliashberg copied 0.10, wc=10: 0.02784 Omega = 9.69 K
Tc Eliashberg copied 0.10, wc=100: 0.03162 Omega = 11.01 K
Tc McMillan mu*=0.10: 0.02287 Omega = 7.96 K
Tc McMillan with mu*(10 Omega): 0.01612 Omega = 5.61 K
Tc change wc 10->100: rescaled -0.46 %, copied 13.6 %
copied over rescaled at wc=10: 23.0 %
over McMillan at wc=10: rescaled -1.1 %, copied 21.7 %
McMillan drop when mu*(10 Omega) is inserted: -29.5 %
mu*(10 Omega) giving McMillan Tc = 0.1284, implied cutoff = 1.10 Omega
iso-Tc 1/mu*: wc=10 7.6974, wc=20 7.0357, wc=100 5.4343
1/mu*(10)-1/mu*(100) = 2.2631, residual -0.0395, estimate -0.0462
residual 20->100 = -0.0080, estimate -0.0106, ratio r10/r20 = 4.91
flow at wc=10: finite difference -0.91098, -psi^2/Z -0.91099, Z 1.0883
w=50, wc=100: Z-1 = 0.01861, psi-1 = 0.01705, psi/Z-1 = -0.00153
two-well lambda=0.4: Tc matrix 0.040450, formula 0.040450 (units w0)
band integral from wc=10: 2.85159, ln(W/wc) 2.81341, 2wc/(pi W) 0.03820
lambda=0.05: L0 21.6141, c 0.6141, mismatch w_log 0.1633, w2 -1.2966
lambda=0.025: L0 41.6283, c 0.6283, mismatch w_log 0.0828, w2 -1.4005
w_log = 2.000, w2 = 2.915, wc = 80 (units of lower mode)
lambda->0: c 0.6425 (integral 0.6428)
lambda->0 mismatch: w_log 0.0023, w2 -1.5043 (predicted -1.5075)
```
